# Why symmetric zero-pressure chains have conductivity exponent one-half in fluctuating hydrodynamics

Hold the two ends of a long anharmonic chain at slightly different temperatures and measure the heat current. If momentum is conserved, long sound waves lose their energy slowly, and the conductivity \(\kappa\) can grow with the length \(L\). Nonlinear fluctuating hydrodynamics predicts \(\kappa\propto L^{1/3}\) for a generic chain, but \(L^{1/2}\) for an even interaction potential at zero pressure. The question is which nonlinear contributions are missing in the second case, and which of them matter.

## The chain and its slow fields

Take unit masses and

\[
H=\sum_j\left[\tfrac12p_j^2+V(r_j)\right],\qquad r_j=q_{j+1}-q_j .
\]

The equations of motion are \(\dot r_j=p_{j+1}-p_j\) and \(\dot p_j=V'(r_j)-V'(r_{j-1})\). For \(e_j=p_j^2/2+V(r_j)\) they give

\[
\dot e_j=p_{j+1}V'(r_j)-p_jV'(r_{j-1}).
\]

Each right side is a difference between neighbouring sites, so stretch, momentum and energy are conserved. I assume that there are no further conserved fields. Let \(\ell,u,e\) be their local averages, \(x\) the site index and \(\beta\) the inverse temperature.

In a local equilibrium state with weight \(\exp\{-\beta[(p-u)^2/2+V(r)+Pr]\}\), the integral of a total derivative over \(r\) vanishes, hence \(\langle V'\rangle=-P\). With the convention \(\partial_t(\text{density})+\partial_x j=0\), the currents are

\[
j_\ell=-u,\qquad j_u=P(\ell,e-\tfrac12u^2),\qquad j_e=uP .
\]

## What symmetry removes

Let \(V\) be even. The reflection \(r\to-r\) reverses \(\ell\) and \(P\) but leaves the internal energy unchanged, so \(P(-\ell,e)=-P(\ell,e)\). At \(\ell=0\) this gives

\[
P=P_e=P_{ee}=P_{\ell\ell}=0,
\]

where subscripts are derivatives. The odd derivatives \(P_\ell\) and \(P_{\ell e}\) may survive. A small pressure gives \(\ell=-\beta\langle r^2\rangle P\), so

\[
P_\ell=-c^2,\qquad c^2=\frac1{\beta\langle r^2\rangle}.
\]

**Linear part.** The fields obey \(\partial_t\ell=\partial_xu\), \(\partial_tu=c^2\partial_x\ell\) and \(\partial_t\delta e=0\). Therefore \(u\mp c\ell\) moves with velocity \(\pm c\). Its variance per site is \(1/\beta+c^2\langle r^2\rangle=2/\beta\). The modes of unit variance are

\[
\phi_\pm=\sqrt{\beta/2}\,(u\mp c\ell),\qquad \phi_0=\delta e/\sigma_e,
\]

with \(\sigma_e^2\) the energy variance per site. They are mutually uncorrelated, and

\[
u=\frac{\phi_++\phi_-}{\sqrt{2\beta}},\qquad
\ell=-\frac{\phi_+-\phi_-}{c\sqrt{2\beta}} .
\]

**Quadratic sound current.** Write the quadratic current of mode \(\alpha\) as \(\sum G^\alpha_{\beta\gamma}\phi_\beta\phi_\gamma\). In \(j_u\) the terms \(\tfrac12P_{\ell\ell}\ell^2\), \(\tfrac12P_{ee}\delta e^2\) and \(-\tfrac12P_eu^2\) vanish, leaving \(P_{\ell e}\ell\,\delta e\). The current \(j_\ell\) is linear. Along \(\ell=0\), \(P_{\ell e}=-dc^2/de=-2c\,dc/de\), so for both sound modes

\[
j_\pm^{(2)}=\sqrt{\beta/2}\,P_{\ell e}\,\ell\,\delta e
=\sigma_e\frac{dc}{de}(\phi_+-\phi_-)\phi_0 .
\]

Since \(\phi_+\phi_0\) occurs twice in the symmetric sum, \(G^+_{+0}=\tfrac12\sigma_e\,dc/de\). Physically, the sound speed depends on the local energy. All diagonal sound couplings vanish: \(G^\pm_{++}=G^\pm_{--}=G^\pm_{00}=0\).

**Quadratic energy current.** Here \(P=-c^2\ell\) to first order, and

\[
j_e^{(2)}=-c^2u\ell=\frac{c}{2\beta}(\phi_+^2-\phi_-^2),
\qquad G^0_{\pm\pm}=\pm\frac{c}{2\beta\sigma_e}.
\]

Sound packets still carry energy. Symmetry has not removed the source of anomalous conduction; it has changed how the packets spread.

## Weighing the contributions to sound

Let \(f_\alpha(x,t)\) be the autocorrelation of mode \(\alpha\), normalized to unit area. Mode coupling is an approximate closure: the correlation of the nonlinear currents acts as a memory kernel and is evaluated as if the modes were Gaussian. For Gaussian variables \(\langle\phi^2;\phi'^2\rangle=2\langle\phi\phi'\rangle^2\), so a diagonal coupling contributes

\[
M(x,t)=2(G^\alpha_{\beta\beta})^2f_\beta(x,t)^2 .
\]

In Fourier space the term added to \(\partial_tf_\alpha\) is \(-k^2\int_0^t\hat M(k,s)\hat f_\alpha(k,t-s)\,ds\).

**Self-coupling.** Let a peak have width \(w\propto t^{1/z}\). Then \(\int f^2dx\propto1/w\). Seen from the moving peak, its own kernel does not oscillate, so the effective diffusivity grows as \(\int^t ds/w(s)\propto t^{1-1/z}\). Requiring \(w^2\propto t\,t^{1-1/z}\) gives \(2/z=2-1/z\), hence \(z=3/2\). Without this term, and without other growing contributions, \(z=2\).

Solving the closed equation for one peak with bare diffusivity 1 gives overlap exponents \(1/z=0.654\) for \(G=1\) and 0.500 for \(G=0\), against the expected \(2/3\) and \(1/2\). The first is still 2% below its expected limit at the times reached.

**Diagonal coupling to another peak.** If the other peak moves at relative velocity \(v\), its kernel carries a phase \(e^{ivks}\). The decay rate is then

\[
k^2\int_0^\infty\cos(vks)\,s^{-1/z_\beta}ds
\propto |k|^{1+1/z_\beta},\qquad z_\alpha=1+\frac1{z_\beta}.
\]

For \(z_\beta>1\) this exponent is below 2, so such a coupling also makes sound spread faster than diffusively. Loss of the self-coupling alone is therefore insufficient for the one-half law. If it vanishes by accident while the other diagonal couplings remain, heat and sound feed each other. Then \(z=1+1/z\), or \(z=(1+\sqrt5)/2\approx1.618\).

**Cross coupling.** The surviving product \(\phi_\pm\phi_0\) has a kernel proportional to \(\int f_\pm f_0\,dx\approx f_0(ct,t)\), the heat correlation at the distant sound peak. Anticipating \(\hat f_0=e^{-\Gamma|k|^{3/2}t}\), the term \(-\Gamma t|k|^{3/2}\) in its expansion produces a tail \(\propto t|x|^{-5/2}\). At \(|x|=ct\) this tail alone is \(t^{-3/2}\), whose time integral converges at late times; its numerical inversion between \(t=10^4\) and \(4\times10^4\) gives a decay exponent of 1.51. The exponential form omits one part, however. A sound packet carries some energy along with it, so \(f_0\) also has a small peak at \(\pm ct\), to lowest order proportional to \(f_\pm^2\). Its overlap with the sound peak scales as \(\int f_\pm^3dx\propto1/t\), and the time integral grows as \(\ln t\). Cross coupling therefore leaves the power unchanged but lets the diffusivity grow logarithmically. This effect is included under the cubic terms below.

Within this quadratic closure, then, sound in the even chain is diffusive up to a logarithm. The next section treats \(D\) as constant.

## The contribution of sound to heat

Let each sound peak be a Gaussian of variance \(2Dt\) centred at \(\pm ct\). Its square integrates to

\[
\int f_\pm^2dx=\frac{\sqrt{2\pi Dt}}{4\pi Dt}=\frac1{\sqrt{8\pi Dt}} .
\]

The two peaks add, and their phases combine to \(2\cos(cks)\). At small \(k\) the kernel acts during \(s\sim1/(ck)\), when neither the finite peak width nor the decay of \(f_0\) matters. With \(G=G^0_{++}\) and \(k>0\), the heat decay rate is

\[
k^2\frac{4G^2}{\sqrt{8\pi D}}\int_0^\infty\frac{\cos(cks)}{\sqrt s}\,ds
=k^2\frac{4G^2}{\sqrt{8\pi D}}\sqrt{\frac{\pi}{2ck}}
=\frac{G^2}{\sqrt{Dc}}\,k^{3/2}.
\]

Thus \(z_0=3/2\), the value anticipated above, apart from the slow change of \(D\). Self-coupled sound has \(z=3/2\) and gives \(z_0=5/3\) instead.

The total energy-current correlation follows from the same overlap:

\[
C(t)=2\cdot2\left(\frac{c}{2\beta}\right)^2\frac1{\sqrt{8\pi Dt}}
=\frac{c^2}{\beta^2\sqrt{8\pi Dt}} .
\]

One factor 2 counts the two sound modes; the other comes from the Gaussian square. A packet crosses the chain in time \(L/c\), so I cut the Green–Kubo integral there:

\[
\kappa=k_B\beta^2\int_0^{L/c}C(t)\,dt
=k_Bc^{3/2}\sqrt{\frac{L}{2\pi D}} .
\]

The cutoff is a convention that affects the prefactor, not the power. In general \(C\propto t^{-1/z_\pm}\), so \(\kappa\propto L^\alpha\) with \(\alpha=1-1/z_\pm\):

- no diagonal sound couplings: \(\alpha=1/2\);
- sound self-coupling present: \(\alpha=1/3\);
- self-coupling zero, other diagonal couplings present: \(\alpha\approx0.382\).

Solving the heat memory equation in time for these three kinds of sound peak, at \(k=4\times10^{-4}\) and \(10^{-4}\) per site, gives \(2-z_0=0.505\), 0.333 and 0.382.

## Two chains that separate the causes

Zero pressure is not essential in itself. Adding \(Pr\) to \(V\) adds the same constant to every bond force, which cancels from \(\dot p_j\). The required symmetry is that \(V(r)+Pr\) be even about some \(r_0\).

For \(V=r^2/2+r^3/3+r^4/4\), the condition \(V'''(r_0)=2+6r_0=0\) gives \(r_0=-1/3\). Then \(P=-V'(r_0)=7/27\approx0.259\). At this pressure and temperature 1, the computed diagonal sound couplings vanish to numerical accuracy.

The potential \(r^2/2+r^3/3+r^6/6\) cannot be symmetrized. Its fifth derivative \(120r\) would require \(r_0=0\), where the third derivative is 2. At temperature 1 its sound self-coupling nevertheless vanishes at \(P=-0.0330\), while the heat–heat coupling into sound is 0.0237 and the opposite-sound coupling is \(-0.0068\). This is the accidental case, with predicted asymptotic exponent 0.382.

## Numbers for an even chain

Take \(V=r^2/2+r^4/4\), \(P=0\) and temperature 1, in units where the mass, both force constants and \(k_B\) are 1. Then \(\langle r^2\rangle=0.468\), so \(c=1/\sqrt{0.468}=1.46\) sites per unit time. With \(\sigma_e=0.910\),

\[
G^0_{++}=\frac{1.462}{2(0.910)}=0.803,
\]

while \(G^+_{+0}=0.134\).

Hydrodynamics does not supply \(D\). Molecular dynamics of 500 rings of 256 sites gives effective values between 0.099 and 0.111 sites² per unit time for \(k\) between 0.295 and 0.196 per site. I use their mean, \(D=0.106\). The ring size does not bias this value: rings of 2048 sites give 0.110 in the same range of \(k\). The value is not converged in wave number and fitting time, however. It rises to 0.120 for \(k\) between 0.08 and 0.12, and falls to 0.080 for \(k\approx0.5\) fitted up to \(t=30\). Using 0.120 would lower \(\kappa\) by 6%. For \(L=10^4\),

\[
\kappa=(1.462)^{3/2}\sqrt{\frac{10^4}{2\pi(0.106)}}\approx2.2\times10^2
\]

in units of \(k_B\) sites per unit time. At \(10^3\) and \(10^5\) sites the formula gives 68 and 680 with \(D\) held fixed.

The simulation also measures \(C(t)\) directly. Averaged over \(t=15\)–25 it is \(0.57\pm0.03\), against the estimate 0.30; over \(t=40\)–60 it is \(0.35\pm0.03\), against 0.19. The measured correlation is about 1.9 times the estimate in both windows, so the prefactor of \(\kappa\) is uncertain by at least such a factor. The calculation does not identify the cause of this difference.

The measured correlation falls by a factor 0.61 between the windows. A \(t^{-1/2}\) law gives 0.63 and a \(t^{-2/3}\) law about 0.54. With errors of 5% and 8% on the two averages, this sample does not decide between the exponents. An ensemble ten times larger gives \(0.58\pm0.01\), between the two values, an effective exponent near 0.6. At these short times the simulation does not yet show the \(t^{-1/2}\) law.

## What can spoil the one-half law

**A small pressure.** Pressure restores \(G_P=G^+_{++}\), proportional to \(P\) at small \(P\). Starting from diffusive peaks, it adds

\[
\delta D(t)=\int_0^t\frac{2G_P^2}{\sqrt{8\pi Ds}}\,ds
=G_P^2\sqrt{\frac{2t}{\pi D}} .
\]

This equals \(D\) at \(t^*=\pi D^3/(2G_P^4)\). With \(D\) fixed, the crossover length \(ct^*\) scales as \(P^{-4}\). For \(P=0.1\), \(G_P=0.0171\) and \(ct^*\approx3\times10^4\) sites; for \(P=0.05\) it is \(5\times10^5\). Well beyond this length the predicted exponent is \(1/3\). The factor \(D^3\) makes these estimates of order of magnitude only.

**Cubic terms.** Symmetry permits a sound current \(g\phi_+^3\). Its fully paired correlation is \(6g^2f_+^3\), and

\[
6g^2\int f_+^3dx=\frac{6g^2}{4\pi\sqrt3\,Dt}
=\frac{\sqrt3\,g^2}{2\pi Dt}.
\]

The time integral is logarithmic, so this term is marginal. Two contributions to \(g\) are of the same order. The direct one, at fixed energy field, is \(-0.088\). In addition, a packet moving at speed \(c\) drives the heat field: \(-c\,\partial_x\phi_0+G^0_{++}\partial_x\phi_+^2=0\) gives \(\phi_0=G^0_{++}\phi_+^2/c\). Inserted in the cross term \(2G^+_{+0}\phi_+\phi_0\), this adds \(2G^+_{+0}G^0_{++}/c=0.147\). The sum is \(g=0.059\), and the first-order growth of \(D\) is about 20% per decade of time, which is not negligible. (The 43% in the numerical output uses the direct contribution alone.) Letting \(D\) run in the same formula gives

\[
\frac{dD}{d\ln t}=\frac{\sqrt3g^2}{2\pi D},\qquad
D^2=D_0^2+\frac{\sqrt3g^2}{\pi}\ln\frac{t}{t_0}.
\]

From \(t_0=50\) to \(L/c=6.8\times10^4\), the crossing time for \(10^5\) sites, \(D\) would grow 1.5-fold. Putting this final \(D\) into the formula for \(\kappa\) lowers the result by a factor of about 1.2; because \(D\) is smaller at earlier times, the full time integral is reduced somewhat less. Within this estimate \(\kappa\propto L^{1/2}(\ln L)^{-1/4}\) at large \(L\): the power is still one-half, with a logarithmic correction.

**Real bonds.** A chemical bond is stiffer in compression than in extension, so a real molecular chain lacks the required symmetry. The example is also far more anharmonic than a stiff covalent bond near room temperature. Within this theory, asymmetry moves the generic exponent from \(1/2\) to \(1/3\). A substrate that takes up momentum breaks a more basic assumption, the conservation of momentum, and neither power can then be carried over. The lengths found here are properties of the model, not estimates for a polymer or a nanotube.

The numerical output below lists the computed values.

## Computed results

```
EVEN CHAIN V = r^2/2 + r^4/4, P = 0 (model units)
temperature: 1
mean square stretch: 0.46792
mean energy per site: 0.86698
energy spread sigma_e per site: 0.90998
sound speed c: 1.4619 sites/time
largest diagonal sound coupling (numerical zero): 5.8256e-13
heat coupling to right-moving sound: 0.80325
cross coupling sound-heat in sound: 0.13362
disguised even chain V + r^3/3: special pressure: 0.25926
  its largest diagonal sound coupling: 1.2651e-10
ASYMMETRIC CHAIN V = r^2/2 + r^3/3 + r^6/6
pressure where sound self-coupling vanishes: -0.033046
  remaining coupling heat-heat in sound: 0.023694
  remaining coupling opposite sound in sound: -0.0067547
SOUND PEAK OVERLAP, decay exponent 1/z
self-coupling on (theory 2/3): 0.65411
self-coupling off (theory 1/2): 0.50002
MOLECULAR DYNAMICS, 500 rings of 256 sites
sound speed from dynamics: 1.4552 sites/time
sound diffusivity at k = 0.196/site: 0.11072 sites^2/time
sound diffusivity at k = 0.245/site: 0.10927 sites^2/time
sound diffusivity at k = 0.295/site: 0.098539 sites^2/time
adopted effective D: 0.10618 sites^2/time
current correlation, t = 15-25, dynamics: 0.5718
  standard error: 0.029282
  mode-coupling estimate: 0.29513
current correlation, t = 40-60, dynamics: 0.34833
  standard error: 0.028027
  mode-coupling estimate: 0.18601
HEAT MODE, decay-rate exponent z_0 and conductivity exponent 2 - z_0
diffusive sound: z_0 = 1.495 (theory 1.500), alpha = 0.505 (theory 0.500)
self-coupled sound: z_0 = 1.667 (theory 1.667), alpha = 0.333 (theory 0.333)
accidental zero: z_0 = 1.618 (theory 1.618), alpha = 0.382 (theory 0.382)
heat rate coefficient G^2/sqrt(D c): 1.6377 sites^1.5/time
solved rate / formula at k = 1e-4: 0.99421
decay exponent of heat tail at sound peak: 1.5107
CONDUCTIVITY with time cutoff L/c
kappa at L = 1e+03 sites: 68.433 k_B sites/time
kappa at L = 1e+04 sites: 216.41 k_B sites/time
kappa at L = 1e+05 sites: 684.33 k_B sites/time
NEGLECTED EFFECTS
sound self-coupling at P = 0.05: 0.0085769
  crossover length c t*: 5.0792e+05 sites
sound self-coupling at P = 0.1: 0.017127
  crossover length c t*: 31941 sites
cubic sound self-coupling: -0.087763
relative growth of D per decade of time: 0.43368
```
